# Matthiessen boundary rate against the exact diffuse-film conductivity: verification in Python

```python
"""
In-plane heat conduction in a film with fully diffuse walls, gray phonons.
x = thickness / bulk mean free path, m = |cosine| to the film normal.
Exact ratio to bulk:  F(x) = 1 - 3/(2x) * (1/4 - E3(x) + E5(x))
Matthiessen ratio with boundary rate speed/thickness:  M(x) = x/(1+x)
Result under test: F is a concave function of M, so F - M has one maximum,
where F'(x) = 1/(1+x)^2, while 1 - M/F only grows as the film gets thinner.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 30


def exact_ratio(x):
    x = mp.mpf(float(x))
    bracket = mp.mpf(1) / 4 - mp.expint(3, x) + mp.expint(5, x)
    return float(1 - 3 * bracket / (2 * x))


def exact_slope(x):
    x = mp.mpf(float(x))
    bracket = mp.mpf(1) / 4 - mp.expint(3, x) + mp.expint(5, x)
    loss = 3 * bracket / (2 * x)
    return float(loss / x - 3 * (mp.expint(2, x) - mp.expint(4, x)) / (2 * x))


def matthiessen_ratio(x):
    return x / (1 + x)


def angular_integral(x, m_min=0.0):
    """Direction integral for the film, optionally without grazing directions."""
    def integrand(m):
        return 1.5 * (1 - m * m) * (1 + (m / x) * np.expm1(-x / m))
    return quad(integrand, m_min, 1, epsabs=1e-13, epsrel=1e-11, limit=400)[0]


def boltzmann_ratio(x, cells=3000):
    """March m dh/dz + h = 1 from a diffuse wall (h = 0) by implicit steps."""
    nodes, weights = np.polynomial.legendre.leggauss(120)
    m = 0.5 * (nodes + 1)
    step = x / cells
    h = np.zeros_like(m)
    total = np.zeros_like(m)
    for _ in range(cells):
        h = (m * h + step) / (m + step)
        total += h
    flux_weight = weights * (1 - m**2)
    return np.sum(flux_weight * total / cells) / np.sum(flux_weight)


# Closed form against a numerical solution of the transport equation.
# The implicit march is first order; its error is below about 0.2/cells.
boltzmann_gap = 0.0
for x in (0.2, 0.7, 1.0, 5.0):
    boltzmann_gap = max(boltzmann_gap, abs(boltzmann_ratio(x) - exact_ratio(x)))
assert boltzmann_gap < 2e-4

# Laplace representation of the conductivity loss 1 - F.
def tail_weight(u):
    return 3 / (4 * u**2) - 3 / (8 * u**4)


for x in (0.3, 1.0, 4.0):
    low = quad(lambda u: 3 / 8 * np.exp(-x * u), 0, 1)[0]
    high = quad(lambda u: tail_weight(u) * np.exp(-x * u), 1, np.inf)[0]
    assert abs(low + high - (1 - exact_ratio(x))) < 1e-7

# Positivity of w + w' for u > 1, which gives concavity.
u = sp.symbols("u", positive=True)
w = sp.Rational(3, 4) / u**2 - sp.Rational(3, 8) / u**4
cubic = sp.expand(sp.simplify((w + sp.diff(w, u)) * 8 * u**5 / 3))
assert sp.expand(cubic - (2 * u**3 - 4 * u**2 - u + 4)) == 0
turning = [float(sp.N(r)) for r in sp.solve(sp.diff(cubic, u), u)]
turning = [r for r in turning if r > 1]
assert len(turning) == 1
cubic_min = float(cubic.subs(u, turning[0]))
assert cubic_min > 0 and float(cubic.subs(u, 1)) > 0

# Concavity, sign and monotonic relative error seen directly on a wide grid.
grid = np.logspace(-3, 3, 121)
F_grid = np.array([exact_ratio(x) for x in grid])
M_grid = matthiessen_ratio(grid)
chord_slopes = np.diff(F_grid) / np.diff(M_grid)
assert np.all(np.diff(chord_slopes) < 0)
assert np.all(F_grid > M_grid)
assert np.all(np.diff(1 - M_grid / F_grid) < 0)
error_steps = np.sign(np.diff(F_grid - M_grid))
assert np.count_nonzero(np.diff(error_steps)) == 1

# Location of the largest absolute error by two roads.
x_star = brentq(lambda x: exact_slope(x) - 1 / (1 + x)**2, 0.1, 5, xtol=1e-12)
search = minimize_scalar(
    lambda x: matthiessen_ratio(x) - angular_integral(x),
    bounds=(0.05, 5), method="bounded", options={"xatol": 1e-7})
assert abs(search.x - x_star) < 1e-4
F_star, M_star = exact_ratio(x_star), matthiessen_ratio(x_star)
assert abs(-search.fun - (F_star - M_star)) < 1e-9

# Thin and thick limits.
x = 1e-4
thin_form = 0.75 * x * (np.log(1 / x) + 1 - np.euler_gamma)
assert abs(exact_ratio(x) / thin_form - 1) < 1e-3
assert abs((1 - exact_ratio(50.0)) * 50 - 3 / 8) < 1e-10
relative_thick = 1 - matthiessen_ratio(200.0) / exact_ratio(200.0)
assert abs(relative_thick / (5 / (8 * 200)) - 1) < 0.02

# Grazing directions cause the logarithm: without them F/M saturates.
thin_pair = (1e-3, 1e-5)
full = [exact_ratio(x) / matthiessen_ratio(x) for x in thin_pair]
cut = [angular_integral(x, 0.1) / matthiessen_ratio(x) for x in thin_pair]
assert abs(full[1] - full[0] - 0.75 * np.log(100)) < 0.03
assert abs(cut[1] / cut[0] - 1) < 0.01

# Worked example with round model parameters.
heat_capacity = 1.5e6     # J/(m^3 K)
speed = 5000.0            # m/s
free_path = 60e-9         # m
k_bulk = heat_capacity * speed * free_path / 3
d_star = x_star * free_path
x_five = brentq(lambda x: 1 - matthiessen_ratio(x) / exact_ratio(x) - 0.05, 2, 100)

print(f"heat capacity: {heat_capacity:.2e} J/(m^3 K)")
print(f"phonon speed: {speed:.0f} m/s")
print(f"bulk mean free path: {free_path*1e9:.0f} nm")
print(f"bulk conductivity: {k_bulk:.1f} W/(m K)")
print(f"largest gap, Boltzmann march vs closed form: {boltzmann_gap:.1e}")
print(f"cubic minimum for u>1: {cubic_min:.4f} at u = {turning[0]:.4f}")
print("Largest absolute error:")
print(f" x* = {x_star:.5f}, thickness = {d_star*1e9:.2f} nm")
print(f" bulk rate v/L = {speed/free_path:.4e} 1/s")
print(f" boundary rate v/d = {speed/d_star:.4e} 1/s")
print(f" F = {F_star:.5f}, M = {M_star:.5f}, F-M = {F_star-M_star:.5f}")
print(f" slope F' = {exact_slope(x_star):.5f}")
print(f" exact k = {k_bulk*F_star:.2f} W/(m K)")
print(f" Matthiessen k = {k_bulk*M_star:.2f} W/(m K)")
print(f" difference = {k_bulk*(F_star-M_star):.2f} W/(m K)")
print(f" relative error = {100*(1-M_star/F_star):.2f} %")
print("Table: d (nm), x, F, M, F-M, k exact, k Matth. (W/(m K)), rel. error (%)")
for d_nm in (6, 20, 40, 60, 100, 200, 600):
    x = d_nm * 1e-9 / free_path
    F, M = exact_ratio(x), matthiessen_ratio(x)
    print(f" {d_nm:4d} {x:8.4f} {F:.4f} {M:.4f} {F-M:.4f}"
          f" {k_bulk*F:7.2f} {k_bulk*M:7.2f} {100*(1-M/F):6.2f}")
print(f"relative error 5 % at x = {x_five:.3f}, d = {x_five*free_path*1e9:.0f} nm")
print("Formal thin limit: x, relative error (%)")
for x in (1e-2, 1e-4, 1e-6):
    print(f" {x:.0e} {100*(1-matthiessen_ratio(x)/exact_ratio(x)):.2f}")
print("Grazing test: x, F/M all directions, F/M without m<0.1")
for x, all_dirs, no_grazing in zip(thin_pair, full, cut):
    print(f" {x:.0e} {all_dirs:.4f} {no_grazing:.4f}")
print("verified")
```

It prints:

```
heat capacity: 1.50e+06 J/(m^3 K)
phonon speed: 5000 m/s
bulk mean free path: 60 nm
bulk conductivity: 150.0 W/(m K)
largest gap, Boltzmann march vs closed form: 4.4e-05
cubic minimum for u>1: 0.2372 at u = 1.4484
Largest absolute error:
 x* = 0.63277, thickness = 37.97 nm
 bulk rate v/L = 8.3333e+10 1/s
 boundary rate v/d = 1.3170e+11 1/s
 F = 0.57773, M = 0.38754, F-M = 0.19019
 slope F' = 0.37510
 exact k = 86.66 W/(m K)
 Matthiessen k = 58.13 W/(m K)
 difference = 28.53 W/(m K)
 relative error = 32.92 %
Table: d (nm), x, F, M, F-M, k exact, k Matth. (W/(m K)), rel. error (%)
    6   0.1000 0.2091 0.0909 0.1182   31.37   13.64  56.53
   20   0.3333 0.4286 0.2500 0.1786   64.29   37.50  41.67
   40   0.6667 0.5901 0.4000 0.1901   88.52   60.00  32.22
   60   1.0000 0.6839 0.5000 0.1839  102.58   75.00  26.89
  100   1.6667 0.7878 0.6250 0.1628  118.17   93.75  20.67
  200   3.3333 0.8881 0.7692 0.1189  133.22  115.38  13.39
  600  10.0000 0.9625 0.9091 0.0534  144.38  136.36   5.55
relative error 5 % at x = 11.241, d = 674 nm
Formal thin limit: x, relative error (%)
 1e-02 73.78
 1e-04 86.16
 1e-06 90.64
Grazing test: x, F/M all directions, F/M without m<0.1
 1e-03 5.5039 1.3550
 1e-05 8.9519 1.3557
verified
```
